# How an alternating phase mask images its opening pitch with two beams

Q: A mask has a row of equal clear openings in an opaque film. Someone proposes to reverse the sign of the light in every second opening. A resist responds to intensity, which ignores sign. Why should anything change?

A: Because the lens acts on the field before the intensity is formed. Let the openings have width $w$ and pitch $p$, with one centred at $x=0$, and let the row be infinite. I quote lengths at wafer scale, so the reduction of the lens is already divided out. For now the mask is thin: it multiplies the incoming field by a transmission $t(x)$, which is 0 in the film, 1 in the openings at $0,\pm2p,\dots$ and $T$ in those at $\pm p,\pm3p,\dots$. An ordinary binary mask has $T=1$; the proposal is $T=e^{i\pi}=-1$.

With $T=-1$, a shift by one pitch reverses the sign everywhere:

$$t(x+p)=-t(x),\qquad t(x+2p)=t(x).$$

The amplitude period is therefore $2p$, while $|t|^2$ still has period $p$. It is the amplitude period that fixes the directions into which the mask diffracts.

Q: A longer period gives more closely spaced orders. That puts new orders inside the lens, but the old ones should still be there.

A: Let us compute them. Expand $t(x)=\sum_m c_m e^{i\pi mx/p}$, where

$$c_m=\frac1{2p}\int_{-p/2}^{3p/2}t(x)\,e^{-i\pi mx/p}\,dx .$$

The opening at the origin contributes

$$\frac1{2p}\int_{-w/2}^{w/2}e^{-i\pi mx/p}dx=\frac{\sin(\pi mw/2p)}{\pi m}=\frac{w}{2p}\,\mathrm{sinc}\frac{mw}{2p},$$

with $\mathrm{sinc}\,u=\sin(\pi u)/(\pi u)$ and $\mathrm{sinc}\,0=1$. The opening at $x=p$ gives the same integral times $T$ and times the displacement factor $e^{-i\pi m}=(-1)^m$. Hence

$$c_m=\frac{w}{2p}\,\mathrm{sinc}\frac{mw}{2p}\,\bigl[1+(-1)^mT\bigr].$$

For $T=1$ the odd orders vanish and we recover the binary mask. For $T=-1$ the even orders vanish, and these are the old ones. The zero order is among them: $c_0$ is the average of $t$, and equal positive and negative openings average to zero. What remains is

$$c_m=\frac wp\,\mathrm{sinc}\frac{mw}{2p}\qquad(m\ \text{odd}).$$

Q: Then the smallest remaining frequency is $1/(2p)$. The image ought to show twice the pitch I want.

A: The field does, but the intensity does not. Take coherent light of wavelength $\lambda$ falling along the axis, and an ideal lens of numerical aperture NA. On the wafer side, in air, order $m$ travels at an angle whose sine is $m\lambda/(2p)$. The lens passes it if $|m|\lambda/(2p)\le\mathrm{NA}$. Orders $\pm1$ pass and orders $\pm3$ are blocked when

$$\frac{\lambda}{2\,\mathrm{NA}}\le p<\frac{3\lambda}{2\,\mathrm{NA}} .$$

Write $k=2\pi/\lambda$, $g=\lambda/(2p)=\sin\theta$ and $k_1=k\cos\theta$. Let $z$ be the distance from best focus along the direction of travel, with time factor $e^{-i\omega t}$. I treat the field as a scalar for the moment. Since $c_{-1}=c_1$,

$$E=c_1e^{ik_1z}\bigl(e^{i\pi x/p}+e^{-i\pi x/p}\bigr)=2c_1e^{ik_1z}\cos\frac{\pi x}{p},$$

$$I=|E|^2=4c_1^2\cos^2\frac{\pi x}{p}=2c_1^2\Bigl(1+\cos\frac{2\pi x}{p}\Bigr).$$

The cosine has opposite signs at neighbouring openings, and squaring makes both bright. The intensity has period $p$, with a maximum at every opening and a true zero midway between them. That zero is forced: the field changes sign from one opening to the next, so it must cross zero on the way.

The factor $e^{ik_1z}$ also drops out. The two beams make equal angles with the axis and gain phase at the same rate, so in this model the image does not depend on focus.

Q: What happens outside that window of pitches?

A: Below the lower limit both first orders miss the lens. There is no zero order to replace them, so the image is dark. Above the upper limit orders $\pm3$ join in, except for the special width $w=2p/3$, where $c_3=0$. The field still contains odd orders alone, so $E(x+p)=-E(x)$ and the intensity keeps period $p$. But the third orders have a different axial wavenumber, and the shape of the image then changes with focus.

Q: Give me numbers, and compare with the binary mask.

A: Take $\lambda=193$ nm, $\mathrm{NA}=0.80$, $p=180$ nm and $w=90$ nm. Then $g=193/360=0.536$, which is below 0.80, while the third order would need a wafer-side sine of 1.61, far outside the lens. The lower pitch limit is $193/1.6=120.6$ nm, or 1206 Å.

The binary mask has its first orders at sine $\lambda/p=1.07$, outside the lens. On the axis it needs $p\ge\lambda/\mathrm{NA}=241$ nm. At 180 nm its zero order alone gets through, with amplitude $w/p=0.5$, and the image is a uniform 0.25 of the open-field intensity. The lines have disappeared.

For the alternating mask $c_1=0.5\,\mathrm{sinc}(1/4)=0.450$, so the peak is $4c_1^2=0.81$ of the open field and the contrast, $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, is 1. The steepness at the edge of an opening matters too, because it sets how far a printed edge moves when the dose changes. From $\ln I=\text{const}+2\ln|\cos(\pi x/p)|$,

$$w\left|\frac{d\ln I}{dx}\right|_{x=w/2}=\frac{2\pi w}{p}\tan\frac{\pi w}{2p}.$$

At $w=p/2$ the tangent is 1 and the result is $\pi$. If the printed edge sits where $I$ reaches a fixed threshold, a 1% dose change therefore moves it by about $0.01\,w/\pi=0.3$ nm.

Q: You chose an illumination that does not suit the binary mask. Tilt the light and its orders 0 and 1 both enter the lens.

A: That is a fair objection. Tilt the beam so that the binary zero order leaves at sine $-\lambda/(2p)$. One first order then leaves at $-\lambda/(2p)+\lambda/p=+\lambda/(2p)$. These are the same two directions as before, with the same limit $p\ge\lambda/(2\,\mathrm{NA})$ and the same insensitivity to focus. So the phase mask does not beat the ultimate two-beam limit of the lens. It reaches that limit with light along the axis, where the binary mask stops at twice the pitch.

A difference remains in the beam strengths. The binary amplitudes are $b_0=w/p=0.500$ and $b_1=(w/p)\,\mathrm{sinc}(w/p)=0.318$. Two beams interfere as $b_0^2+b_1^2+2b_0b_1\cos(2\pi x/p)$, so the contrast is

$$\frac{2b_0b_1}{b_0^2+b_1^2}=\frac{0.318}{0.351}=0.906 .$$

The alternating mask has equal beams by symmetry, and hence contrast 1.

Q: How is the sign reversal made? Surely not to perfection.

A: The mask plate is fused silica, and every second opening is etched to a depth $d$. There the light crosses $d$ of air instead of $d$ of silica of index $n$, so its phase changes by $-(n-1)kd$ relative to an unetched opening. Setting this equal to $-\pi$ gives

$$d=\frac{\lambda}{2(n-1)}=\frac{193\ \text{nm}}{2\times0.56}=172\ \text{nm}$$

for the rough value $n=1.56$. This depth is a real length on the mask and is not reduced by the lens. If the etch goes too deep by $\Delta d$, the phase is $-\pi(1+\Delta d/d)$, so $T=-e^{i\delta}$ with $\delta=-\pi\Delta d/d$. An excess of 5 nm gives $\delta=-5.2^\circ$.

Q: And then the zero order comes back. How much damage does it do?

A: Allow a loss of amplitude as well, $T=-a\,e^{i\delta}$. With $s=\mathrm{sinc}(w/2p)$,

$$c_0=\frac w{2p}(1-ae^{i\delta}),\qquad c_1=\frac{w}{2p}\,s\,(1+ae^{i\delta}).$$

Orders $\pm2$ return as well, but at our pitch their sine would be 1.07 and they miss the lens. What follows holds as long as they do, that is for $p<\lambda/\mathrm{NA}$.

The zero order advances with $k$ and the first orders with $k_1$. Take out the common factor $e^{ikz}$ and define $\psi=(k-k_1)z$. The fields at neighbouring openings are $c_0\pm2c_1e^{-i\psi}$, with the plus sign at $x=0$ (unetched) and the minus sign at $x=p$ (etched). Since $|A+B|^2-|A-B|^2=4\,\mathrm{Re}(A^*B)$,

$$I(0)-I(p)=8\,\mathrm{Re}\bigl(c_0^*c_1e^{-i\psi}\bigr).$$

The product needed is

$$(1-ae^{-i\delta})(1+ae^{i\delta})=1-a^2+2ia\sin\delta .$$

Multiplying by $\cos\psi-i\sin\psi$ and keeping the real part gives

$$I(0)-I(p)=2\Bigl(\frac wp\Bigr)^2s\,\bigl[(1-a^2)\cos\psi+2a\sin\delta\sin\psi\bigr].$$

The two faults behave differently. An amplitude loss makes the peaks unequal already at focus. A pure phase error, $a=1$, leaves them equal at focus, where $\psi=0$, and shows itself on defocus with opposite signs on the two sides. A comparison of peak heights at best focus alone would miss it. Its trace there is of second order in $\delta$: the dark nulls rise to $|c_0|^2=(w/p)^2\sin^2(\delta/2)$, about 0.0005 of the open field for a $5^\circ$ error.

To judge the size, divide by the sum of the peaks, $2(|c_0|^2+4|c_1|^2)$. For $a=1$ and small $\delta$ we have $c_0\approx0$ and $|c_1|\approx(w/p)s$, so the sum is about $8(w/p)^2s^2$ and

$$\frac{I(0)-I(p)}{I(0)+I(p)}\approx\frac{\delta\sin\psi}{2s}.$$

At $z=100$ nm, $\psi=(2\pi\times100/193)(1-\sqrt{1-0.536^2})=0.51$. With $\delta=-0.091$ rad and $s=0.900$ the ratio is $-0.025$. The full expression gives $-2.46\%$: the etched opening is then the brighter one.

Q: Real illuminators are not a single point on the axis. Does the independence of focus survive?

A: It does not. Let the source be a uniform disc that fills directions out to sine $\sigma\,\mathrm{NA}$, with $\sigma=0.3$. Its points are mutually incoherent, so their intensities add. A source point with direction sines $(s_x,s_y)$ shifts the two orders to $s_x\pm g$. The largest sine is $g+\sigma\,\mathrm{NA}$, so both orders pass for every source point if

$$p\ge\frac{\lambda}{2\,\mathrm{NA}(1-\sigma)}=172\ \text{nm}.$$

(The match with the etch depth is an accident of the values chosen.) A binary first order begins to enter, for the most tilted source points, when $\lambda/p-\sigma\,\mathrm{NA}\le\mathrm{NA}$, that is $p\ge\lambda/[\mathrm{NA}(1+\sigma)]=186$ nm. Our 180 nm lies between the two, so the binary image is still blank with this source.

Now defocus. The axial wavenumbers are $k_\pm=k\sqrt{1-(s_x\pm g)^2-s_y^2}$. To first order in the source sines,

$$k_\pm\approx k\Bigl(\cos\theta\mp\frac{g\,s_x}{\cos\theta}\Bigr).$$

The beams acquire a phase difference $\Phi=(k_+-k_-)z=-2kzg\,s_x/\cos\theta$, and this source point prints $2c_1^2[1+\cos(2\pi x/p+\Phi)]$. Each source point has full contrast, but its fringes are displaced. Averaged over the disc, the part odd in $s_x$ cancels and the contrast becomes the mean of $\cos\Phi$. Put $s_x=\sigma\,\mathrm{NA}\,\rho\cos\varphi$ and $u=2kzg\sigma\,\mathrm{NA}/\cos\theta$:

$$\langle\cos\Phi\rangle=\frac1\pi\int_0^1\!\rho\,d\rho\int_0^{2\pi}\!\cos(u\rho\cos\varphi)\,d\varphi=2\int_0^1\!\rho J_0(u\rho)\,d\rho=\frac{2J_1(u)}{u}.$$

The angular integral is $2\pi J_0(u\rho)$ by the definition of the Bessel function $J_0$, and the last step uses $d[vJ_1(v)]/dv=vJ_0(v)$. At $z=100$ nm, $u=0.99$ and the formula gives 0.882. Averaging the images over the disc without the small-source expansion gives 0.873. At focus the contrast stays 1. A smaller source therefore buys focus range: for small $u$ the loss is $u^2/8$, proportional to $\sigma^2z^2$ at fixed pitch and NA.

Q: You added the beams as scalars, yet they cross at a large angle.

A: If the electric field points along the lines, the vectors of both beams are parallel and the scalar sum is right. If it lies in the plane of incidence, each vector is perpendicular to its own beam. The beams are $2\theta_r$ apart inside the resist, so the unit field vectors have scalar product $\cos2\theta_r$, and this multiplies the interference term. With a rough resist index of 1.70, refraction gives $\sin\theta_r=0.536/1.70=0.315$, and the contrast is

$$\cos2\theta_r=1-2\sin^2\theta_r=0.80 .$$

If both polarizations carry equal energy in the resist, the contrast is the mean of 1 and 0.80, which is 0.90. Light polarized along the lines avoids this loss.

Q: One assumption still bothers me. On the mask, with fourfold reduction, an opening is 360 nm wide and the trench is 172 nm deep. That is not thin compared with 193 nm light.

A: It is not, and the correction is substantial. To size it, solve the wave equation inside the mask. For the field along the lines and light at normal incidence,

$$\frac{\partial^2E}{\partial x^2}+\frac{\partial^2E}{\partial z^2}+k^2\varepsilon(x)E=0$$

in each of two layers: the silica layer with its trenches, and a 100 nm absorber film with its openings. The film index is $0.84+1.65i$, a rough value for chromium. Write $E=\sum_mS_m(z)e^{iK_mx}$ with $K_m=\pi m/(4p)$, the factor 4 restoring mask scale. With $\varepsilon_m$ the Fourier coefficients of $\varepsilon(x)$, the equation becomes

$$-\frac{d^2S_m}{dz^2}=k^2\sum_n\varepsilon_{m-n}S_n-K_m^2S_m .$$

The right-hand side is a constant matrix acting on the column of the $S_m$. Each eigenvector with eigenvalue $q^2$ varies as $e^{\pm iqz}$. The weights of these modes, and of the reflected and transmitted orders, follow from the continuity of $E$ and $\partial E/\partial z$ at the three interfaces, which is a set of linear equations. I kept orders up to $\pm45$.

The transmitted orders have $|c_0/c_1|=0.152$ instead of zero. To read this in the earlier language, find the thin mask with the same ratio. From the formulas for $c_0$ and $c_1$,

$$r\equiv\frac{s\,c_0}{c_1}=\frac{1+T}{1-T}\quad\Rightarrow\quad T=\frac{r-1}{r+1}.$$

This gives $a=0.76$ and $\delta=0.8^\circ$, with focus taken at the exit face of the film. The value of $\delta$ depends on that choice, because orders 0 and 1 advance at different rates through the depth of the mask: it is $1.3^\circ$ for the silica side of the film and $2.1^\circ$ for the trench bottom, while $a$ stays 0.76. The etched opening acts mainly as a weaker one, while its phase is nearly right. Stopping at $\pm30$ orders changes $T$ by less than 0.01.

At focus the peak difference divided by the peak sum is 15%, with the unetched opening brighter. The brighter peak is thus $1.15/0.85\approx1.4$ times the weaker one. At 100 nm defocus the imbalance is 13% on one side and 14% on the other: the $\cos\psi$ factor lowers both, and the small $\delta$ separates them (with focus taken at the trench bottom they become 12% and 14%).

Q: Is that really a matter of thickness, and not a fault in the idea?

A: Enlarge openings and pitch fourfold and keep the etch depth and film thickness fixed. Then $|1+T|$, the distance from the ideal shifter, falls from 0.24 to 0.056. The departure from the ideal case thus shrinks when the openings are widened. A fall by about the factor of the widening is what a disturbed strip of fixed width at each trench wall would give, though two widths do not establish that law.

Q: Can the imbalance be repaired?

A: The thin-mask formula suggests how. If the openings have widths $w_1$ and $w_2$ and the second transmits $-a$, the average field is $c_0=(w_1-aw_2)/(2p)$. It vanishes for $w_2=w_1/a$. With the zero order gone, orders $\pm1$ again give equal peaks, even though the openings differ. If $a$ stayed at 0.76, a 90 nm opening would need an etched partner of about 118 nm. But $a$ itself depends on width, and this estimate overshoots. Solving the wave equation with trench and film opening widened together balances the peaks at focus near 110 nm, while 118 nm leaves the etched opening brighter by an imbalance of about 6%.

Q: How close is all this to a real exposure tool?

A: The wavelength is that of the argon fluoride laser, and an NA of 0.80 with a small source is a realistic setting for a dry tool. The material indices are rough. For light polarized along the lines, mask thickness takes the peak imbalance at focus from zero to 15% with the 100 nm film; the figure depends on the film, and a 70 nm film gives 19%. An equal mix of polarizations and the finite source each take roughly a tenth off the contrast, the latter at 100 nm defocus. The lens model passes each order with unchanged amplitude, whereas a real reduction lens strengthens the steep orders somewhat, which alters the peak intensity and the imbalance. Lens aberrations, reflections within the resist stack and resist chemistry are also left out, so these figures describe an idealized image and not a measured linewidth.

The layout matters as well. A row can alternate, but three openings that are all neighbours of one another cannot have opposite signs in every pair, since two of the three must share a sign. Opposite signs at all neighbours require a layout that can be divided into two alternating sets, and the zero order cancels only if the two sets also have equal total area. The remaining values are in the numerical output below.

## Computed results

```
INPUTS
wavelength: 193.0 nm
numerical aperture NA: 0.80
pitch p: 180.0 nm
opening width w: 90.0 nm
source sigma: 0.30
defocus z: 100.0 nm
mask reduction factor: 4
quartz index (rough): 1.56
resist index (rough): 1.70
absorber index, real (rough): 0.84
absorber index, imag (rough): 1.65
absorber thickness: 100.0 nm
ORDERS AND PITCH LIMITS
alternating |c0|: 0.0000
alternating c1: 0.4502
alternating c3: 0.1501
binary zero order b0: 0.5000
binary first order b1: 0.3183
sine of alternating order 1: 0.5361
sine of alternating order 3: 1.6083
sine of binary order 1: 1.0722
alternating limit, coherent: 120.6 nm
binary limit, coherent on axis: 241.2 nm
third order enters at pitch: 361.9 nm
alternating full-pass limit, sigma: 172.3 nm
binary first-pass limit, sigma: 185.6 nm
IDEAL IMAGES
alternating peak intensity: 0.8106
alternating contrast: 1.0000
normalized log slope: 3.1416
binary uniform intensity: 0.2500
tilted binary contrast: 0.9060
NEGLECTED EFFECTS
finite source contrast, focus: 1.0000
finite source contrast, defocus: 0.8732
small-source formula, defocus: 0.8818
in-plane polarization contrast: 0.8011
equal polarization mix contrast: 0.9005
etch depth for pi: 172.3 nm
etch depth error: 5.0 nm
phase error delta: -5.22 degrees
etch error imbalance, focus: 0.00 %
etch error imbalance, +z: -2.46 %
thick mask |c0/c1|: 0.1520
thick mask effective a: 0.7595
thick mask effective delta: 0.82 degrees
thick mask imbalance, -z: 12.82 %
thick mask imbalance, focus: 15.10 %
thick mask imbalance, +z: 13.57 %
|1+T|, example mask: 0.2408
|1+T|, openings 4 times wider: 0.0558
```
